Where the bottleneck lies on a Voronoi edge between neighbouring voids

**The argument under comment**

Suppose a manuscript on oxidant transport through a disordered oxide argues as follows. The centres of the oxygen atoms are joined into Delaunay tetrahedra, and each tetrahedron is called a void, with its circumcentre as the resting site of an oxidant molecule. Two voids that share a triangular face are joined by a straight Voronoi edge between their circumcentres. To pass from one to the other, the molecule must squeeze between the three atoms of the shared face. The point equidistant from these atoms and closest to them is the circumcentre of the triangle. The manuscript therefore assigns the face circumradius to every edge as its bottleneck, and closes the edge to any molecule that needs more room.

The construction is sound and the geometry of the three atoms is correct. The question is whether the point used as the bottleneck lies on the path at all.

**Conventions**

All atoms have the same radius and are held fixed. The clearance at a point is its distance to the nearest atom centre. A spherical oxidant fits where the clearance is at least the sum of the oxidant radius and the atom radius. The atoms are in general position: no five lie on one sphere, and no tetrahedron is flat.

Let the shared face have circumcentre f and circumradius R_f. The unit normal n points from tetrahedron 1 to tetrahedron 2. The tetrahedral circumcentres are c₁ and c₂, with circumradii R₁ and R₂. Each is equidistant from the three face atoms, so it lies on the normal line through f:

c₁ = f + s₁n,  c₂ = f + s₂n.

The heights s₁ and s₂ carry signs. Nothing so far requires s₁ to be negative, because the circumcentre of a tetrahedron may lie outside it.

**Clearance along the edge**

At the point p(s) = f + sn, the vector from f to a face atom is perpendicular to n. Pythagoras gives the squared distance to each face atom:

r(s)² = R_f² + s².

This is the clearance only if no other atom is nearer. Take any atom b and write z = (b − f)·n for its height above the face plane. Expanding the square,

|b − p(s)|² = |b − f|² − 2sz + s².

Subtracting r(s)² removes s²:

|b − p(s)|² − r(s)² = |b − f|² − R_f² − 2sz.  (1)

The right side is linear in s. At s₁ and s₂ it cannot be negative, because Delaunay circumspheres contain no atoms in their interiors. A linear function that is non-negative at both ends of an interval is non-negative throughout it. The three face atoms are therefore nearest atoms everywhere on the edge, and r(s) is the clearance there.

The order of the centres follows from the same relation. Let a₂ be the fourth atom of tetrahedron 2, at height z₂ > 0. It lies on the sphere about c₂, so (1) vanishes at s₂ and

|a₂ − f|² = R_f² + 2s₂z₂.

Inserting this in (1) at s = s₁ gives

|a₂ − c₁|² − R₁² = 2(s₂ − s₁)z₂.

The atom a₂ lies outside the sphere about c₁, so the left side is positive, and hence s₁ < s₂.

The bottleneck is now the minimum of R_f² + s² on the interval from s₁ to s₂:

- If s₁ ≤ 0 ≤ s₂, the minimum is at s = 0 and the bottleneck is R_f.
- If 0 < s₁, both centres lie on the side of tetrahedron 2. The minimum is at c₁ and the bottleneck is R₁.
- If s₂ < 0, both lie on the side of tetrahedron 1. The minimum is at c₂ and the bottleneck is R₂.

The three cases combine into one formula:

r_min² = R_f² + [max(0, s₁, −s₂)]².  (2)

The manuscript's assignment holds in the first case. In the other two it minimises over the whole normal line, whereas the path is only a segment of it.

**What is found at the face circumcentre**

In the case 0 < s₁, let a₁ be the fourth atom of tetrahedron 1, at depth h₁ below the face, so that its height is −h₁. It lies on the sphere about c₁, so (1) vanishes for b = a₁ at s = s₁:

|a₁ − f|² = R_f² − 2s₁h₁ < R_f².  (3)

The atom a₁ is closer to f than the face atoms are. Thus R_f is neither the bottleneck of the edge nor the clearance at f. It is too small for the first and too large for the second.

This gives a simple criterion. If s₁ ≤ 0 ≤ s₂, then f is on the edge and the ball of radius R_f about it contains no atom in its interior. If both centres lie strictly on one side, (3) or its mirror image puts an atom inside. In the 54262 faces of the random point sets described below, a search for the nearest atom found an intruder in the one-sided faces and in no others.

**What the endpoint means physically**

For 0 < s₁, the slope of the clearance is

dr/ds = s/r > 0

all along the edge. A molecule at c₁ gains room from its first step towards c₂. The site c₁ is therefore not a separate cage, and a hop from c₁ to c₂ has no geometric barrier on this edge. Nor can another path between these two points have a larger minimum clearance, because every such path includes c₁, where the clearance is R₁.

The size of the correction follows by factoring a difference of squares:

R₁ − R_f = s₁²/(R₁ + R_f).  (4)

When c₁ is just beyond the face, this is approximately s₁²/(2R_f), which is quadratic in a small height. Both the correction and its slope with respect to s₁ vanish as c₁ reaches the face plane.

**A symmetric case with numbers**

Let the face be equilateral, with one apex at depth h₁ below f and the other at height h₂ above it. Equal distances from c₁ to the lower apex and to a face atom require

(s₁ + h₁)² = R_f² + s₁².

Cancelling s₁² gives s₁ = (R_f² − h₁²)/(2h₁). The same step for the upper apex, starting from (h₂ − s₂)² = R_f² + s₂², gives s₂ = (h₂² − R_f²)/(2h₂).

The centre c₁ is beyond the face when h₁ < R_f. The Delaunay condition s₁ < s₂ sets a lower limit on h₁. Written out, it is

R_f²/h₁ − h₁ < h₂ − R_f²/h₂,

or R_f²(h₁ + h₂)/(h₁h₂) < h₁ + h₂, and therefore h₁h₂ > R_f². A very shallow apex does not give an unlimited bottleneck, because the shared face ceases to exist first.

Take R_f = 0.28 nm, h₁ = 0.14 nm and h₂ = 0.70 nm. Then

s₁ = (0.0784 − 0.0196)/0.28 = 0.210 nm,

s₂ = (0.4900 − 0.0784)/1.40 = 0.294 nm.

Both are positive. The bottleneck is at c₁:

R₁ = √(0.0784 + 0.0441) = 0.350 nm,

and the clearance rises to R₂ = 0.406 nm at c₂. At f itself, (3) gives √(0.0784 − 2 × 0.210 × 0.14) = 0.140 nm, which is the distance to the lower apex.

With an atom radius of 0.15 nm and an oxidant radius of 0.17 nm, the required clearance is 0.32 nm. The manuscript would close this edge, since 0.28 < 0.32. The edge is open, since 0.35 > 0.32.

For this R_f and h₂, the one-sided case occupies 0.112 nm < h₁ < 0.28 nm. At the lower limit c₁ merges with c₂ and the bottleneck tends to R₂. At the upper limit it returns to R_f.

**When the face circumcentre is a real pass**

The straddling case needs a further distinction. Formula (2) concerns one edge, while a molecule may leave that edge. Let s₁ < 0 < s₂, and displace the molecule from f by a small vector v in the face plane. The squared distance to face atom vᵢ becomes

R_f² + 2v·(f − vᵢ) + |v|².

If the triangle is acute, f lies inside it and f = Σλᵢvᵢ, with positive weights that sum to one. Hence Σλᵢ(f − vᵢ) = 0, and so Σλᵢv·(f − vᵢ) = 0. The three products cannot all vanish, because the vectors f − vᵢ span the plane. At least one is therefore negative, and the clearance falls for every small v. It rises along n in both directions. The point f is a true pass.

If the triangle is obtuse, f lies outside it, beyond the longest side. Let m be the midpoint of that side and choose v along f − m. For an end vᵢ of the side, m − vᵢ is perpendicular to f − m, so

(f − m)·(f − vᵢ) = |f − m|² > 0.

For the obtuse corner the product is larger still, because that corner lies on the other side of the longest side from f. All three distances grow. The path can be bent outwards near f, and its minimum clearance then exceeds R_f. In that case R_f is correct for the straight edge but is not the best bottleneck between the two voids.

Both statements were tested in one random point set with displacements of 0.0001 nm, leaving out nearly right-angled triangles and faces with a fourth atom almost as near to f as the corners. The clearance fell in all 24 in-plane directions tried at each of 5149 acute faces, and rose in the outward direction at each of 910 obtuse faces.

**How much of the manuscript's conclusion survives**

Six periodic sets of random points, with 44 points per nm³ and a least spacing of 0.22 nm, show how the error is distributed in a disordered packing. Both centres lie on one side for 29.9 % of the shared faces. A further 11.1 % are straddled but obtuse, and the remaining 59.0 % are true passes.

For the one-sided faces, the mean bottleneck is 0.228 nm and the mean R_f is 0.224 nm. The mean error is 0.0036 nm, or 1.6 % of the mean true bottleneck. The median error is 0.0013 nm and the 95th percentile is 0.015 nm. The misassignment is frequent in these sets but usually small. By (4), an error of 0.0013 nm at R_f = 0.224 nm corresponds to a centre only about 0.024 nm beyond the face.

The largest clearance that crosses the box is the same under both rules, to the printed four decimals, in all six sets. It lies between 0.214 and 0.217 nm. A local reason can be derived first. Let c₁ lie beyond face F of its tetrahedron, at height s₁ > 0, and suppose the molecule entered this tetrahedron through a true pass. This is another face G that contains its own circumcentre q and has the two centres it joins on opposite sides, so that its bottleneck is R_G. The point q belongs to the tetrahedron, so it is on or below the plane of F. The segment from c₁ to q must descend at least s₁:

|c₁ − q| ≥ s₁.

Both face radii follow from R₁ by Pythagoras, so

R_G² = R₁² − |c₁ − q|² ≤ R₁² − s₁² = R_F².

The manuscript's value for F is too low, but it is still no lower than the gate already passed. It does not block that route. That G contains q is essential: among random tetrahedra there are 12310 face pairs with an obtuse G, and with c₁ on the inner side of G, for which R_F < R_G. This inequality alone therefore does not settle the matter, but a more general argument does. A route whose clearance is at least α everywhere passes from one tetrahedron to the next through Delaunay triangles; after an arbitrarily small shift it avoids their sides. Every point of a triangle G has a corner within R_G, as shown in the next paragraph, so each triangle crossed has R_G ≥ α, up to that small shift. The tetrahedra visited are thus linked under the manuscript's rule as well, and its threshold cannot be lower than the true one. Nor can it be higher, because (2) gives R_f ≤ r_min on every edge. The clearance at which a periodic network first spans the cell is therefore exactly the same under both rules. In a finite box only the convention for where a route starts and ends could make a difference.

The example shows this argument at work. The local inequality does not cover it, because the three lower faces of its lower tetrahedron are obtuse. Each has two sides of 0.313 nm and one of 0.485 nm, and a circumradius R_G = 0.247 nm about a centre g. Any point of such a triangle is p = Σμᵢvᵢ, where the vᵢ are its corners and the weights are non-negative and sum to one. Expanding |vᵢ − g|² about p and averaging with these weights gives

Σμᵢ|vᵢ − p|² = R_G² − |p − g|² ≤ R_G².

At least one corner is therefore within 0.247 nm of p. In a frozen network, an oxidant that needs 0.32 nm cannot pass through any of these three triangles. Nor can it pass through the shared face, where R_f = 0.28 nm, so it never enters the lower tetrahedron. The site c₁ lies inside the upper tetrahedron and acts as an extension of the upper void; the manuscript's error is to count it as a separate, closed cage. The Voronoi edges that belong to the three lower faces are not closed by this argument: they start at c₁ and run first through the upper tetrahedron, so one of them can be open if its other centre lies close to c₁.

**The example beside a real oxide**

The parameters are meant for molecular oxygen moving through silica during thermal oxidation, at a typical temperature of 1273 K. The atom and molecule radii are rough values, and the density of the random sets is close to that of oxygen in silica. The five-atom cluster, however, is unusually open: only 0.01 % of edges in the random sets offer 0.32 nm. Its correction of 0.07 nm is also far above their 95th percentile. The random sets contain no silicon and no bonds, and their crossing clearance would admit a sphere of only about 0.07 nm radius. They say nothing quantitative about oxygen permeation in silica.

The assumption of fixed atoms affects the verdict on the example. For independent classical oscillators with the mass of oxygen and a rough vibrational quantum ħω = 0.03 eV, the displacement per axis is √(kT/Mω²) = 0.018 nm. With such displacements, 90.7 % of the snapshots of the cluster keep the shared face. In essentially all of these the centres remain on one side. The bottleneck averages 0.348 nm with a spread of 0.030 nm, as large as the margin of 0.030 nm by which the static edge is open, and 81.7 % of these snapshots admit the oxidant. The location of the bottleneck is thus more robust than the verdict "open".

Three other neglected effects are smaller or leave the location unchanged:

- **Unequal radii.** If the lower apex atom is smaller by 0.01 nm, the sphere touching all four atoms moves towards the face. The effective depth becomes 0.15 nm and the bottleneck, measured to the face atoms, falls to 0.336 nm. If the three face atoms differ in radius among themselves, the path is in general curved, and (2) no longer applies exactly.
- **Molecular shape.** A dumbbell with a bond length of 0.12 nm, centred on the edge and free to choose its best orientation, has a least end-atom clearance of about 0.32 nm. With end atoms of radius 0.15 nm it needs 0.300 nm, so it passes. Its tightest position is again c₁.
- **Soft walls.** A repulsion proportional to r⁻¹², summed over the five atoms, is highest at c₁ and 5.4 times weaker at c₂. In this model too, there is no barrier between them.

**Recommendation**

The manuscript should replace R_f by (2) on every edge. Where both centres lie on one side, it should also stop counting the endpoint nearer the face as a separate cage. The bottleneck between two voids should be taken from the widest route through the network. For an obtuse straddled face the direct edge is not that route, and for an acute face, where f is a pass only locally, a wider detour can exist too. For equal, fixed atoms the crossing threshold of a periodic network survives these changes exactly; cage counts and any hop rates built on local bottlenecks need revision. The numerical output below gives the values for each of the six sets.

Table of computed values

```
EXAMPLE (round model parameters)
face circumradius Rf = 0.280 nm
apex depth h1, height h2 = 0.140, 0.700 nm
circumcentre heights s1, s2 = 0.2100, 0.2940 nm
circumradii R1, R2 = 0.3500, 0.4060 nm
scanned edge minimum = 0.3500 nm at height 0.2100 nm
actual clearance at face circumcentre = 0.1400 nm
atom radius, oxidant radius = 0.15, 0.17 nm
clearance needed = 0.320 nm
passes by true rule: True; by face rule: False
NEGLECTED EFFECTS
temperature = 1273 K, kT = 0.1097 eV
vibration quantum (rough) = 0.030 eV
thermal displacement per axis = 0.0178 nm
snapshots keeping the shared face = 90.7 %
of these, both centres on one side = 100.0 %
their bottleneck mean, spread = 0.3483, 0.0298 nm
their share open to the oxidant = 81.7 %
apex atom smaller by 0.01 nm: bottleneck = 0.3363 nm
dumbbell of bond length 0.12 nm, best orientation:
  least end-atom clearance = 0.3193 nm at height 0.2100 nm
  needed with end-atom radius 0.15 nm = 0.300 nm
soft r^-12 repulsion: highest at height 0.2100 nm, ratio c1/c2 = 5.36
RANDOM HARD-CORE POINT SETS
samples = 6, box = 2.5 nm, points each = 688
number density = 44 nm^-3, least spacing = 0.22 nm
shared faces examined = 54262
both centres on one side = 29.9 %
straddled but obtuse (no true pass) = 11.1 %
straddled and acute (true pass) = 59.0 %
one-sided faces: mean true bottleneck = 0.2279 nm
one-sided faces: mean Rf = 0.2243 nm
error of face rule: mean, median, 95th percentile = 0.0036, 0.0013, 0.0146 nm
edges open at 0.32 nm: true 0.01 %, face rule 0.01 %
local pass test: acute faces 5149, obtuse faces 910
largest crossing clearance per sample, nm:
  true rule: 0.2159 0.2155 0.2158 0.2141 0.2153 0.2172
  face rule: 0.2159 0.2155 0.2158 0.2141 0.2153 0.2172
DOOR ORDER IN RANDOM TETRAHEDRA
face pairs obeying R_F >= R_G (G acute) = 31436
pairs with R_F < R_G when G is obtuse = 12310
```
